# Why grooves expose fast-growing facets and mesas expose slow ones

## Question

A crystal surface made of flat facets is overgrown from the vapour. At the edge of a raised mesa, the facets that widen tend to be slow-growing planes. In the corner of a groove, the same crystal under the same conditions tends to widen fast-growing planes. Why does the geometry reverse the selection, and what do "fast" and "slow" have to be measured against?

## Answer

### The mechanism

Consider a profile that is uniform along a stripe, so that each facet appears as a straight segment. Take one facet, M, with a neighbour at each end. Growth moves each facet along its own normal, which points from the crystal into the vapour. M ends where its line meets the lines of its neighbours, so its length is decided by how these two meeting points slide as all three lines advance.

Hold the neighbours still for a moment and let M alone advance. On a mesa the neighbours are flanks that fall away from M. Continued upwards, they lean towards each other and meet in a ridge. As M climbs it enters a narrowing space and becomes shorter. In a groove the neighbours are walls that spread apart towards the vapour. As M climbs it enters a widening space and becomes longer.

Now hold M still and let the neighbours advance. The flanks of a mesa move outwards and make M longer. The walls of a groove move inwards and make it shorter. Both influences therefore change sign between the two geometries. On a mesa a facet shortens itself by growing fast, whereas in a groove it lengthens itself.

This picture holds if the neighbours really do converge above a mesa and diverge above a groove. The angle condition for that appears below.

### The length law

Let M have length $L$ and normal growth rate $v$, and let its left and right neighbours have rates $v_L$ and $v_R$. Each rate is uniform over its facet. The normal of M makes an angle $a$ with the left normal and $b$ with the right one, both between 0 and $180^\circ$. Let $s=+1$ if both ends of M are convex (mesa) and $s=-1$ if both are concave (groove).

Put M on the $x$ axis at $t=0$, with the vapour above it. The three normals are

$$
\mathbf n_M=(0,1),\qquad \mathbf n_L=(-s\sin a,\cos a),\qquad \mathbf n_R=(s\sin b,\cos b).
$$

On a mesa the right neighbour faces right, away from M. In a groove it faces left, over M. The factor $s$ records this difference.

Let the right end start at $x=x_R^0$, and take constant rates for the moment. After a time $t$, M lies on $y=vt$, and the right neighbour has moved a distance $v_Rt$ along its normal:

$$
s\sin b\,(x-x_R^0)+y\cos b=v_Rt .
$$

The new right end lies on both lines. Inserting $y=vt$ and using $1/s=s$ gives

$$
x_R-x_R^0=s\,\frac{v_R-v\cos b}{\sin b}\,t .
$$

At the left end the line is $-s\sin a\,(x-x_L^0)+y\cos a=v_Lt$, so

$$
x_L-x_L^0=-s\,\frac{v_L-v\cos a}{\sin a}\,t .
$$

The length is $L=x_R-x_L$. Subtracting the two displacements and dividing by $t$ gives

$$
\frac{dL}{dt}=s\left[\frac{v_L-v\cos a}{\sin a}+\frac{v_R-v\cos b}{\sin b}\right].
\tag{1}
$$

If the rates vary in time, the same argument applied to a short interval gives (1) with the rates of that instant. A common factor in all three rates changes the pace but not the sign.

### What "fast" means

Bring the bracket in (1) over a common denominator:

$$
\frac{v_L\sin b+v_R\sin a-v(\cos a\sin b+\cos b\sin a)}{\sin a\sin b}.
$$

The factor multiplying $v$ is $\sin(a+b)$. For $a+b<180^\circ$ it is positive and can be taken out:

$$
\frac{dL}{dt}=sK(v_c-v),\qquad K=\frac{\sin(a+b)}{\sin a\sin b}>0,
\tag{2}
$$

$$
v_c=\frac{v_L\sin b+v_R\sin a}{\sin(a+b)} .
\tag{3}
$$

On a mesa M widens if $v<v_c$, and in a groove it widens if $v>v_c$.

The threshold has a direct meaning. Remove M and let its two neighbours meet at the origin at $t=0$. Their lines are then

$$
-s x\sin a+y\cos a=v_Lt,\qquad s x\sin b+y\cos b=v_Rt .
$$

Multiply the first by $\sin b$ and the second by $\sin a$, then add. The terms in $x$ cancel, leaving $y\sin(a+b)=(v_L\sin b+v_R\sin a)t$, or $y=v_ct$. So $v_c$ is the speed, measured along the normal of M, at which the bare corner of the neighbours advances.

This also settles whether M appears at a sharp corner. On a mesa the crystal lies below all the facet lines. If M is slower than the ridge formed by its neighbours, it cuts the ridge off and is exposed. If it is faster, its line runs above the ridge and bounds nothing. In a groove, every point below at least one of the lines is crystal. M is exposed if it rises above the valley formed by its neighbours, so it must be faster than that valley.

### Where the simple wording fails

Let both neighbours have the same rate $v_n$. Then (3) becomes

$$
v_c=v_n\frac{\sin a+\sin b}{\sin(a+b)}
=v_n\frac{\cos\frac{a-b}{2}}{\cos\frac{a+b}{2}}>v_n .
$$

The second form uses $\sin a+\sin b=2\sin\frac{a+b}{2}\cos\frac{a-b}{2}$ and $\sin(a+b)=2\sin\frac{a+b}{2}\cos\frac{a+b}{2}$. The inequality holds because $|a-b|<a+b<180^\circ$. A facet with a rate between $v_n$ and $v_c$ is faster than both neighbours, yet it widens on a mesa and shrinks in a groove. "Fast" means faster than the corner, and a corner between two equally fast planes outruns both of them. With unequal neighbours, the corner's speed along the normal of M can lie below the rate of the faster one, as the example below shows.

The angle condition matters too. At $a+b=180^\circ$ the two neighbours are parallel, as with a flat floor between vertical walls. Then $\cos b=-\cos a$ and $\sin b=\sin a$, so $v$ cancels from (1):

$$
\frac{dL}{dt}=s\,\frac{v_L+v_R}{\sin a}.
$$

The facet's own speed no longer affects its length. For $a+b>180^\circ$, $\sin(a+b)$ is negative and every term in the numerator above is positive for positive rates. A mesa facet then widens and a groove facet shrinks, whatever their speeds.

### The same facet in both geometries

Take stripes along $[1\bar10]$ on a (001) surface of a cubic semiconductor, and follow a (113) facet between (001) and (111). The angles follow from cubic geometry: $a=25.24^\circ$ between (001) and (113), and $b=29.50^\circ$ between (113) and (111). Let (001) grow at 20 nm/min and (111) at 6 nm/min. With $\sin a=0.426$, $\sin b=0.492$ and $\sin(a+b)=0.816$,

$$
v_c=\frac{20(0.492)+6(0.426)}{0.816}=15.2\ \text{nm/min},\qquad K=3.889 .
$$

Start with a (113) facet 1000 nm long, and hold all other settings fixed while its rate is changed.

- At 10 nm/min, $K(v_c-v)=20.2$ nm/min. After 20 min the facet is 1404 nm long on the mesa and 596 nm long in the groove, where it vanishes at 49.5 min.
- At 24 nm/min, $K(v_c-v)=-34.2$ nm/min. After 20 min the facet is 315 nm long on the mesa, where it vanishes at 29.2 min, and 1685 nm long in the groove.
- At 17 nm/min the facet is slower than (001) but faster than the corner. It shortens at 7.0 nm/min on the mesa and lengthens at that rate in the groove.

If both neighbours are instead given 20 nm/min, the threshold rises to 22.5 nm/min. A middle plane growing at 21 nm/min is faster than both, yet it widens on the mesa at 5.9 nm/min and shrinks in the groove at the same rate.

These lengths can be compared with a calculation that does not track facets. For a surface of height $h$ and slope $p=h_x$, an advance $v\,dt$ along the normal raises the height by $v\,dt\sqrt{1+p^2}$, so $h_t=V(p)$ with $V=v\sqrt{1+p^2}$. Where two slopes meet, the lowest candidate plane bounds the crystal at a convex corner and the highest at a concave one. The solver therefore uses the smallest or the largest $V$ between the two slopes. It takes $V$ to be linear in slope between the named planes, so that no further facet competes. This choice is part of the model. If the rate is instead linear in angle between the same planes, intermediate orientations round the mesa corners. After 20 min the mesa facet is then about 1300 nm long at 10 nm/min and about 120 nm long at 24 nm/min, instead of 1404 and 315 nm, while the groove lengths stay the same.

With cells 5 nm wide, its lengths after 20 min differ from those of (1) by at most 6 nm in all eight cases. Started from a sharp corner, it produces the middle facet in the four cases where (2) predicts widening. In the other four it leaves at most 11 nm after 80 min, which is two cells of the numerically smeared corner.

### A whole groove

A real groove also has convex rims, and a facet may have one end of each kind. Each end then contributes its own term in (1), with its own sign. Take a groove with a 2000 nm (001) floor, a 1000 nm (113) flank on each side, 1500 nm (111) walls above the flanks, and a wide (001) top. Let (113) grow at 24 nm/min.

The floor has two concave ends, each at the angle $a$ to a flank:

$$
\frac{dL_{\rm floor}}{dt}=-2\,\frac{24-20\cos a}{\sin a}=-27.7\ \text{nm/min}.
$$

Each wall has a concave end at the flank and a convex end at the top, where the angle is $54.74^\circ$:

$$
\frac{dL_{\rm wall}}{dt}=-\frac{24-6\cos b}{\sin b}+\frac{20-6\cos54.74^\circ}{\sin54.74^\circ}
=-38.1+20.3\simeq-17.9\ \text{nm/min},
$$

where the last figure comes from the unrounded terms. The floor is gone at 72.2 min and the walls at 83.9 min. The fast planes have then consumed both slower ones inside the groove. At 100 min the front solver finds no floor and no wall, but two (113) flanks of 3444 nm each.

This exposure is temporary. Once the walls are gone, each flank has a convex end at the top and a concave end at the opposite flank, at the angle $2a$. Its length changes at

$$
\frac{20-24\cos a}{\sin a}-\frac{24-24\cos2a}{\sin2a}\simeq-4.0-11.3=-15.3\ \text{nm/min}.
$$

The 3444 nm left at 100 min are used up in about 225 min more. The groove therefore closes after roughly 325 min in this model, leaving a flat (001) surface.

### When the rates depend on the facet's length

The largest of the neglected effects sized here is diffusion of adatoms from one facet to another. Let adatoms on M have density $n$, diffusivity $D$, lifetime $\tau$ before incorporation, and net supply $F$. In the steady state $Dn''-n/\tau+F=0$. Multiplying by the volume $\Omega$ per atom, and writing the local rate as $u=\Omega n/\tau$, gives

$$
u-\lambda^2u''=v,\qquad \lambda=\sqrt{D\tau},\qquad v=\Omega F .
$$

Suppose that the facets differ in their supply $F$ but share the same $D$ and $\tau$. As a simple estimate, which overstates the exchange, fix $u$ at the two ends to the neighbours' rates, and keep those rates unchanged. With $x$ measured from the middle of M, the solution is $u=v+A\cosh(x/\lambda)+B\sinh(x/\lambda)$. The odd term averages to zero. Adding the two end conditions gives $A\cosh q=\frac12(v_L+v_R)-v$, with $q=L/2\lambda$. The average of $\cosh(x/\lambda)$ over the facet is $\sinh q/q$, so the mean rate is

$$
\bar v(L)=v+\left(\frac{v_L+v_R}{2}-v\right)\frac{\tanh q}{q}.
\tag{4}
$$

Assume that steps spread the material so that the facet stays flat and advances at this mean rate. Equation (1) then still applies, with $\bar v$ in place of $v$.

Take $\lambda=100$ nm as a rough value. At $L=1000$ nm, $q=5$ and $\tanh q/q=0.20$, so the fast (113) rate falls from 24 to $24-11(0.20)=21.8$ nm/min. After 20 min the facet is 546 nm long on the mesa instead of 315 nm, and 1548 nm in the groove instead of 1685 nm.

As $L$ shrinks, $\bar v$ tends to $(20+6)/2=13$ nm/min, which is below $v_c$. It crosses $v_c$ at $L=177$ nm, or $1.77\lambda$. Within this estimate, the consequences differ between the geometries:

- On the mesa, a longer facet shrinks and a shorter one widens. The fast facet therefore does not vanish but settles at 177 nm.
- In the groove, a longer facet widens and a shorter one shrinks. The fast facet must start longer than 177 nm, so within this estimate it does not emerge from a perfectly sharp corner.

Because (4) depends on $L/\lambda$ alone, a diffusion length of 1000 nm would move the crossing to about 1770 nm. The 1000 nm facet would then widen on the mesa and shrink in the groove, the reverse of the result with fixed rates.

These numbers depend on the end condition. If the adatom density and flux are instead continuous at the edges, and the neighbours are wide, $\tanh q/q$ in (4) is replaced by $(1-e^{-2q})/2q$. The crossing then lies at 46 nm for $\lambda=100$ nm and at about 460 nm for $\lambda=1000$ nm, so the 1000 nm facet keeps its original trend in both cases.

Even the direction of the effect depends on why the rates differ. Suppose that all facets receive the same supply but incorporate adatoms at different speeds, and that adatoms can also desorb. Adatoms then collect on the slow facets and flow to the fast ones. A fast facet between slower ones grows faster still as it becomes shorter, and neither the residual mesa facet nor the least groove length need appear. The rule is thus one for facets long compared with the diffusion length, or for rates measured on facets of the size in question.

### Two smaller corrections

When M on a mesa advances by $\delta$, its neighbours lengthen by $\delta/\sin a$ and $\delta/\sin b$, while M shortens by $\delta(\cot a+\cot b)$. Since $(1-\cos a)/\sin a=\tan(a/2)$, the profile lengthens by $\delta[\tan(a/2)+\tan(b/2)]=0.487\,\delta$. If all facets have the same surface energy $\gamma$, the energy cost per added atom is $0.487\,\gamma\Omega/L$. For the rough values $\gamma=1$ J/m² and $\Omega=0.02$ nm³, with $L=1000$ nm, this is $6\times10^{-5}$ eV. Let the rate be proportional to $e^{\Delta\mu/kT}-1$, with a driving force $\Delta\mu=0.10$ eV at 900 K. The facet's rate then falls by 0.11 %. Unequal surface energies can change the sign: with both neighbours 20 % lower in energy than M the rate would rise by 0.09 %, and with both 20 % higher it would fall by 0.30 %. The cost scales as $1/L$ and has the opposite sign in a groove, so it is small only for long facets. With equal energies, a facet said above to vanish would stop at a small residual length: about 2.5 nm at 24 nm/min on the mesa or 10 nm/min in the groove, and about 10 nm at 17 nm/min on the mesa.

With the inputs used here, gas depletion is smaller still. At 0.05 Torr of a precursor of mass 100 u that delivers one atom per molecule, growth at 24 nm/min uses a fraction $3.4\times10^{-4}$ of the molecules that strike the surface. The groove has 7000 nm of surface behind an opening of 5541 nm. In a steady state the net inflow through the opening equals what this surface consumes, so the flux leaving the groove is about $3.4\times10^{-4}\times7000/5541=0.04$ % below the flux entering it. The supply reaching the surface falls by less, because most molecules arrive directly through the opening of this shallow groove. This estimate neglects collisions inside the groove. For identical molecules 0.3 nm across at a total pressure of 20 Torr, the mean free path is about 12 µm, longer than the opening is wide. A heavy precursor in a light carrier gas collides more often, and its free path can be shorter than the opening, so the estimate is only a rough one. It also rests on the small reaction probability. Without collisions, a probability of 0.1 would lower the mean supply on each facet by 2 to 3 %, and a probability near 1 by 15 to 26 %, least on the floor and most on the walls. Growth limited by gas transport, and gradients set up by a mask, lie outside this estimate.

### Relation to real selective growth

The rates, temperature and pressures are rough values in the regime of selective-area chemical vapour deposition on micrometre stripes. They do not describe one particular material. The order of the facet rates depends on temperature, precursor and gas composition, so a plane that is fast in one process may be slow in another. Of the three neglected effects sized here, diffusion between facets matters most for these inputs. In the estimate with fixed end rates it moves the mesa facet at 20 min from 315 to 546 nm, but both the size and the direction of the shift depend on how the facets exchange adatoms. Planes other than the three considered may also appear, each subject to the same comparison with the corner formed by its own neighbours.

As a design rule, a groove develops flanks of a chosen plane if three conditions hold. The plane must outrun the corner of its neighbours, at the rates that apply to facets of the size in question. No other plane may emerge beside it and form a new corner that outruns it. Growth must also stop before the groove fills. The second condition is strict for nearby orientations. For planes tilted $2^\circ$ to either side of (113), (3) gives $v_c=v_n/\cos2^\circ=1.0006\,v_n$. If they grow 1 % faster than a (113) flank at 24 nm/min, the flank shrinks at about 15 nm/min instead of widening at 34 nm/min. A plane that is a cusp minimum of rate against orientation, as singular facets usually are, therefore does not widen in a groove, however fast it is against (001) and (111). Widening needs a concave kink of $V(p)$ at that plane. The remaining values are in the numerical output below.

## Calculated quantities

```
angle (001)-(113) a = 25.24 deg; (113)-(111) b = 29.50 deg
angle (001)-(111) = 54.74 deg; factor K = 3.889
rates: (001) 20, (111) 6 nm/min (rough inputs)
threshold v_c = 15.19 nm/min; start length 1000 nm
threshold if both neighbours grow at 20 nm/min = 22.51 nm/min
Columns: vL/v/vR nm/min; dL/dt nm/min; L at 20 min by law, nm;
 same by front solver, nm; L at 80 min from sharp corner, solver, nm
mesa   20/10/6: +20.20; 1404; 1404; 1620
groove 20/10/6: -20.20; 596; 597; 6
mesa   20/17/6: -7.02; 860; 857; 11
groove 20/17/6: +7.02; 1140; 1144; 569
mesa   20/24/6: -34.25; 315; 321; 0
groove 20/24/6: +34.25; 1685; 1680; 2742
mesa   20/21/20: +5.85; 1117; 1117; 481
groove 20/21/20: -5.85; 883; 884; 11
vanishing time, groove, v = 10 nm/min: 49.5 min
vanishing time, mesa, v = 17 nm/min: 142.4 min
vanishing time, mesa, v = 24 nm/min: 29.2 min
vanishing time, groove, v = 21 nm/min: 170.8 min
Whole groove, (113) at 24 nm/min: floor 2000 nm, each wall 1500 nm
floor dL/dt = -27.72, wall dL/dt = -17.89 nm/min
floor gone at 72.2 min, walls gone at 83.9 min
solver at 20 min: floor 1450, flank 1686, wall 1143 nm
solver at 100 min: floor 0, flank 3444, wall 0 nm
Diffusion length (rough) 100 nm; mean edge rate 13.0 nm/min
(113) mean rate at 1000 nm: 24 becomes 21.80 nm/min
with diffusion, L at 20 min: mesa 546, groove 1548 nm
residual mesa length = least groove start = 177 nm = 1.77 diffusion lengths
Rough inputs: T 900 K, surface energy 1.0 J/m2, atom volume 0.02 nm3
driving force 0.10 eV, kT 0.0776 eV, capillary factor 0.487
capillary energy 6.1e-05 eV; rate shift 0.11 %
precursor 0.05 Torr, 100 u; total 20 Torr; collision diameter 0.3 nm
reaction probability 3.4e-04; groove depletion 0.043 %
gas mean free path 11654 nm; groove opening 5541 nm
```
